\section*{Mean Squared Displacement of an Isotropic Walk with Exponential Steps}

Consider an electron that starts at the origin of a uniform, unbounded medium and moves in straight flights between scattering events. Flight number $i$ has length $l_i$ and direction $\mathbf u_i$, a unit vector in three dimensions, so the displacement after $n$ flights is
\begin{equation}
\mathbf R=\sum_{i=1}^{n}\mathbf r_i,\qquad \mathbf r_i=l_i\mathbf u_i .
\end{equation}
The number $n\ge 1$ is fixed in advance. Each length has the probability density
\begin{equation}
p(l)=\frac{1}{L}\,e^{-l/L},\qquad l\ge 0,
\end{equation}
and each direction is uniformly distributed over the sphere. All lengths and all directions are mutually independent, and no field pulls the electron to one side. Angle brackets denote the average over many such walks. A step is called complete when it ends at a scattering event; $\mathbf R$ is therefore the position at the $n$-th event, and not the position after a given time or a given path length. Under these conditions
\begin{equation}
\langle R^2\rangle=2nL^2 .
\label{main}
\end{equation}
In a resist, this is a model for the wandering of one low-energy secondary electron, with $L$ the mean distance between events that randomize its direction. An event that takes energy without deflecting the electron does not end a step in this sense. Small deflections may be neglected only if their combined effect between two randomizing events is small; otherwise the flights are not straight, as the model assumes. Three further limits apply to a real secondary electron. It leaves a positive ion behind, whose attraction may be ignored only while the kinetic energy is well above the Coulomb energy; for a relative permittivity of 3 the latter is about 0.2 eV at 2.5 nm and larger closer in, so the model does not describe an electron near thermal energy. Classical flights also require a wavelength shorter than $L$, whereas a free electron has a wavelength of 1.2 nm at 1 eV and 0.55 nm at 5 eV, so that for $L$ below a nanometre the picture is marginal at a few eV. Finally, the number of events is not the same for all electrons.

The moments of the step length follow from integration by parts. For a positive integer $m$,
\begin{equation}
\langle l^m\rangle=\int_0^\infty l^m\,\frac{e^{-l/L}}{L}\,dl
=\Bigl[-l^m e^{-l/L}\Bigr]_0^\infty+m\int_0^\infty l^{m-1}e^{-l/L}\,dl
=mL\,\langle l^{m-1}\rangle .
\end{equation}
The boundary term vanishes at both ends, and the last integral is $L$ times the average of $l^{m-1}$. Since $\langle l^0\rangle=1$, repeated use gives $\langle l^m\rangle=m!\,L^m$, and in particular
\begin{equation}
\langle l\rangle=L,\qquad \langle l^2\rangle=2L^2,\qquad \langle l^4\rangle=24L^4 .
\label{lmom}
\end{equation}
The variance of the length is $2L^2-L^2=L^2$. The mean squared length is thus the square of the mean plus an equal contribution from the fluctuations, and this is the origin of the factor 2 in (\ref{main}).

Now square the displacement and separate the terms in which a step meets itself from those in which it meets another step:
\begin{equation}
R^2=\sum_{i=1}^{n}\sum_{j=1}^{n}l_il_j\,\mathbf u_i\cdot\mathbf u_j
=\sum_{i=1}^{n}l_i^2+2\sum_{i<j}l_il_j\,\mathbf u_i\cdot\mathbf u_j .
\label{square}
\end{equation}
The first sum uses $\mathbf u_i\cdot\mathbf u_i=1$; the factor 2 in the second counts the pairs $(i,j)$ and $(j,i)$ together. For $i\ne j$, independence lets the average of the product be written as a product of averages,
\begin{equation}
\langle l_il_j\,\mathbf u_i\cdot\mathbf u_j\rangle
=\langle l_i\rangle\langle l_j\rangle\,\langle\mathbf u_i\rangle\cdot\langle\mathbf u_j\rangle=0 ,
\end{equation}
because a uniform distribution contains $\mathbf u$ and $-\mathbf u$ with equal weight, so that $\langle\mathbf u_i\rangle=0$. What remains is
\begin{equation}
\langle R^2\rangle=\sum_{i=1}^{n}\langle l_i^2\rangle=n\cdot 2L^2 ,
\end{equation}
which is (\ref{main}). No large-$n$ approximation has been made. The cross terms vanish on average, not in each walk: a walk whose steps happen to line up ends far out, and one that doubles back ends near its start. If every step had the fixed length $L$, the same argument would give $\langle R^2\rangle=nL^2$, half as much.

For a lithographic image the displacement along one axis, or within the plane of the wafer, matters more than the three-dimensional distance. Let $X$ be one Cartesian component of $\mathbf R$. The distribution of $\mathbf R$ is isotropic, so its three components have equal mean squares that add up to $\langle R^2\rangle$, and each has zero mean. Hence
\begin{equation}
\sigma^2=\langle X^2\rangle=\frac{2nL^2}{3},\qquad
\langle X^2+Y^2\rangle=\frac{4nL^2}{3}.
\label{axis}
\end{equation}
The quantity $\sigma$ is the standard deviation of the blur along one axis. It is smaller than the root mean squared distance by the factor $\sqrt3$.

A second derivation, through the characteristic function, treats the whole distribution at once. For a single step, let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf u$; it is uniform on $[-1,1]$. Averaging first over direction gives
\begin{equation}
\frac12\int_{-1}^{1}e^{ikl\mu}\,d\mu=\frac{\sin kl}{kl},
\end{equation}
and averaging then over length gives
\begin{equation}
\varphi(k)=\langle e^{i\mathbf k\cdot\mathbf r}\rangle=\frac{F(k)}{kL},\qquad
F(k)=\int_0^\infty e^{-l/L}\,\frac{\sin kl}{l}\,dl .
\end{equation}
Differentiation with respect to $k$ removes the denominator:
\begin{equation}
F'(k)=\int_0^\infty e^{-l/L}\cos kl\,dl=\frac{1/L}{1/L^2+k^2}=\frac{L}{1+k^2L^2}.
\end{equation}
Since $F(0)=0$, integration yields $F(k)=\arctan(kL)$, and therefore
\begin{equation}
\varphi(k)=\frac{\arctan(kL)}{kL}=1-\frac{k^2L^2}{3}+\frac{k^4L^4}{5}-\cdots .
\end{equation}
The series holds for $kL<1$, which suffices for the moments. For independent steps the characteristic functions multiply, so
\begin{equation}
\langle e^{i\mathbf k\cdot\mathbf R}\rangle=\varphi(k)^n=1-\frac{nk^2L^2}{3}+O(k^4).
\end{equation}
On the other hand, choosing the $x$ axis along $\mathbf k$ and expanding the exponential gives
\begin{equation}
\langle e^{ikX}\rangle=1-\frac{k^2}{2}\langle X^2\rangle+\frac{k^4}{24}\langle X^4\rangle-\cdots
=1-\frac{k^2}{6}\langle R^2\rangle+O(k^4).
\label{expand}
\end{equation}
The odd terms are absent by symmetry. Comparison of the terms in $k^2$ gives $\langle R^2\rangle=2nL^2$ again.

The variance does not fix the shape of the blur. To find how far the profile along one axis is from a Gaussian, write $X=\sum_i x_i$ with $x_i=l_iu_{x,i}$. A direction cosine that is uniform on $[-1,1]$ has $\langle u_x^2\rangle=1/3$ and $\langle u_x^4\rangle=1/5$, so (\ref{lmom}) gives
\begin{equation}
\langle x^2\rangle=\frac{2L^2}{3},\qquad \langle x^4\rangle=\frac{24L^4}{5}.
\end{equation}
In the expansion of $X^4$, any term with an odd power of some $x_i$ averages to zero. There remain $n$ terms $x_i^4$, and for each of the $n(n-1)/2$ pairs the term $x_i^2x_j^2$ with multinomial coefficient 6. Thus
\begin{equation}
\langle X^4\rangle=n\langle x^4\rangle+3n(n-1)\langle x^2\rangle^2
=\frac{24nL^4}{5}+\frac{4n(n-1)L^4}{3}.
\end{equation}
Division by $\sigma^4=4n^2L^4/9$ gives
\begin{equation}
\frac{\langle X^4\rangle}{\sigma^4}=\frac{54}{5n}+3-\frac{3}{n}=3+\frac{39}{5n}.
\label{kurt}
\end{equation}
A Gaussian has the value 3. The excess, $39/(5n)$, is positive and falls as $1/n$. For large $n$ the central limit theorem, which applies because the steps are independent and identically distributed with finite variance, makes the profile Gaussian. For a few steps, equation (\ref{main}) remains valid while a Gaussian of the same variance is a poor description of the profile.

As an example take the round model parameters $L=0.5$ nm and $n=12$, which are not assigned to any material. Then
\begin{equation}
\langle R^2\rangle=2\times12\times(0.5\ \mathrm{nm})^2=6.0\ \mathrm{nm^2},
\end{equation}
and the root mean squared distance is 2.45 nm. The lateral mean square is $\tfrac23\times6.0=4.0\ \mathrm{nm^2}$, with root 2.0 nm, and the variance along one axis is $2.0\ \mathrm{nm^2}$, with $\sigma=1.41$ nm. These three lengths describe the same walk, so a quoted blur needs a statement of which one is meant. The excess kurtosis is $39/60=0.65$, and the fourth moment along one axis is $3.65\times(2.0\ \mathrm{nm^2})^2=14.6\ \mathrm{nm^4}$, compared with $12.0\ \mathrm{nm^4}$ for a Gaussian of equal variance.

A direct simulation of 200\,000 walks gives $\langle R^2\rangle=6.025\ \mathrm{nm^2}$ with a standard error of $0.014\ \mathrm{nm^2}$. Split as in (\ref{square}), the squared lengths contribute $6.005\pm0.009\ \mathrm{nm^2}$ and the cross terms $0.020\pm0.011\ \mathrm{nm^2}$. The total lies about 1.8 standard errors above the formula, and most of that difference comes from the cross terms; it is within the test limit of five standard errors. From walk to walk the cross terms scatter with a standard deviation of $4.7\ \mathrm{nm^2}$, comparable with $\langle R^2\rangle$ itself, which shows how little their zero average says about a single electron. The characteristic function, evaluated at $k=0.01\ \mathrm{nm^{-1}}$, gives $6(1-\varphi^n)/k^2=5.9996\ \mathrm{nm^2}$. By (\ref{expand}) this estimate lies below $\langle R^2\rangle$ by $k^2\langle X^4\rangle/4$ to leading order, here $3.65\times10^{-4}\ \mathrm{nm^2}$, which accounts for the small difference. The remaining figures are in the numerical output.

The assumptions can now be relaxed one at a time. An electron that loses energy has a mean free path that changes along the walk. Let step $i$ have its own prescribed mean $L_i$, the same in every walk, with lengths and directions still independent. This leaves out the variation of the energy loss from one walk to another. The cross terms vanish as before, and
\begin{equation}
\langle R^2\rangle=2\sum_{i=1}^{n}L_i^2
=2n\bar L^2+2\sum_{i=1}^{n}(L_i-\bar L)^2,\qquad \bar L=\frac1n\sum_{i=1}^{n}L_i .
\end{equation}
The second form follows by writing $L_i=\bar L+(L_i-\bar L)$ and noting that the deviations sum to zero. Using the average over steps, $\bar L$, in (\ref{main}) therefore underestimates the spread unless all $L_i$ are equal. When $L_i$ rises in equal increments from 0.3 to 0.7 nm over the 12 steps, the average is still 0.5 nm, but $\langle R^2\rangle=6.38\ \mathrm{nm^2}$ instead of 6.0. The order of the steps does not matter for this sum, so a falling sequence gives the same value.

Scattering may also favour the forward direction. Suppose that the mean cosine of the deflection at each event is $g$, with $|g|<1$, that the azimuth is random, and that deflections are independent of one another and of the lengths. For a given $\mathbf u_i$, the components of $\mathbf u_{i+1}$ perpendicular to $\mathbf u_i$ average to zero, so the mean of $\mathbf u_{i+1}$ is $g\mathbf u_i$. Each further event supplies another factor $g$, and $\langle\mathbf u_i\cdot\mathbf u_j\rangle=g^{\,j-i}$ for $j>i$. There are $n-m$ pairs with separation $m$, so the cross terms contribute $2L^2S$ with
\begin{align}
S&=\sum_{m=1}^{n-1}(n-m)g^m=\sum_{q=1}^{n-1}\sum_{m=1}^{q}g^m
=\frac{g}{1-g}\sum_{q=1}^{n-1}(1-g^q)\nonumber\\
&=\frac{g}{1-g}\left[n-1-\frac{g-g^n}{1-g}\right]
=\frac{g}{1-g}\left[n-\frac{1-g^n}{1-g}\right].
\end{align}
In the double sum, the term $g^m$ occurs for $q=m,\dots,n-1$, that is, $n-m$ times. Adding $2nL^2$ from the squared lengths gives
\begin{equation}
\langle R^2\rangle=2L^2\left[\frac{n}{1-g}-\frac{g(1-g^n)}{(1-g)^2}\right].
\label{forward}
\end{equation}
For $g=0$ this returns (\ref{main}). For fixed $g$ and large $n$ the first term dominates, and the ratio of $\langle R^2\rangle$ to $2nL^2/(1-g)$ tends to one: for $g>0$ successive steps tend to line up and the spread grows, while for $g<0$ they tend to reverse and it shrinks. With $g=0.4$ in the example, $g^{12}$ is negligible at the precision used here, and
\begin{equation}
\langle R^2\rangle\simeq0.5\left[\frac{12}{0.6}-\frac{0.4}{0.36}\right]\mathrm{nm^2}=9.44\ \mathrm{nm^2}.
\end{equation}
The limit $g\to1$ is a straight line. There $S\to n(n-1)/2$, and $\langle R^2\rangle\to n(n+1)L^2$, which grows as $n^2$ at large $n$.

The word ``complete'' matters when the walk is stopped at a fixed total path $s$ instead of at a fixed event. Return to isotropic scattering with constant $L$, and let $\mathbf u(s')$ be the direction at path coordinate $s'$. The probability that no event occurs within a path interval $t$ is
\begin{equation}
\int_t^\infty p(l)\,dl=e^{-t/L},
\end{equation}
wherever the interval begins, because the exponential law has no memory of the distance already flown. Without an event the direction is unchanged; with at least one event its average projection on the old direction is zero. Hence $\langle\mathbf u(s')\cdot\mathbf u(s'')\rangle=e^{-|s'-s''|/L}$. With $\mathbf R=\int_0^s\mathbf u(s')\,ds'$, and with $t=|s'-s''|$ as the integration variable,
\begin{align}
\langle R^2\rangle_s&=2\int_0^s(s-t)e^{-t/L}\,dt\nonumber\\
&=2\left\{sL\bigl(1-e^{-s/L}\bigr)-\left[L^2-L(s+L)e^{-s/L}\right]\right\}\nonumber\\
&=2L^2\left[\frac{s}{L}-1+e^{-s/L}\right].
\label{path}
\end{align}
The mean path of $n$ complete steps is $nL$. Setting $s=nL$ in (\ref{path}) gives $2nL^2-2L^2(1-e^{-n})$, which is less than (\ref{main}). The directions of the segments are still independent of their lengths, so the cross terms vanish here too; the whole difference lies in the sum of squared segment lengths, which is altered by cutting the path at $s$. In the example $s=6$ nm, and $\langle R^2\rangle_s=0.5\,(12-1)=5.5\ \mathrm{nm^2}$, since $e^{-12}$ is negligible. The simulated value is $5.498\pm0.010\ \mathrm{nm^2}$, clearly separated from $6.0\ \mathrm{nm^2}$.

For large $s/L$ the relative difference between the two stopping rules tends to zero as $L/s$. A path $s\ll L$ has no counterpart among walks of complete steps, whose mean path is at least $L$; most electrons have then not yet scattered. Expanding the exponential in (\ref{path}) to third order gives
\begin{equation}
\langle R^2\rangle_s=s^2\left(1-\frac{s}{3L}+\cdots\right),\qquad s\ll L ,
\end{equation}
which is nearly straight flight. At $s=0.01L$ the ratio $\langle R^2\rangle_s/s^2$ is 0.9967, as the correction $s/(3L)$ requires.

One more distinction is needed before (\ref{main}) is used for resist blur. It gives the spread of end points. If instead each of the $n$ events deposits the same energy or has the same chance of starting a chemical reaction, the mean squared distance of the deposits from the origin is the average over events,
\begin{equation}
\frac1n\sum_{j=1}^{n}2jL^2=\frac{2L^2}{n}\,\frac{n(n+1)}{2}=(n+1)L^2 ,
\end{equation}
about half the end-point value when $n$ is large. Unequal deposits require weights in this average, and energy lost between the deflecting events is not counted in it. The result also refers to one electron released at a point: branching of the cascade, the spread of the starting points, escape through the surface of a thin film and later diffusion of reaction products are outside the model and need separate treatment. Not all of them enlarge the spread: escape removes walks with long flights preferentially and lowers the lateral mean square of those that remain in the film.

\section*{Calculated quantities}
\begin{verbatim}
Mean step length L: 0.500 nm
Number of complete steps n: 12
Walks per simulation: 200000
Mean length by quadrature: 0.500000 nm
Mean squared length by quadrature: 0.500000 nm^2
MSD, 2 n L^2: 6.0000 nm^2
Root mean squared displacement: 2.4495 nm
MSD from characteristic function: 5.9996 nm^2
Simulated MSD: 6.0249 nm^2
  standard error: 0.0137 nm^2
Simulated sum of squared lengths: 6.0046 nm^2
  standard error: 0.0087 nm^2
Simulated mean of cross terms: 0.0204 nm^2
  standard error: 0.0105 nm^2
Walk-to-walk spread of cross terms: 4.712 nm^2
Lateral mean squared displacement: 4.0000 nm^2
Lateral root mean square: 2.0000 nm
One-axis variance: 2.0000 nm^2
One-axis standard deviation: 1.4142 nm
One-axis excess kurtosis: 0.6500 (no unit)
One-axis fourth moment, formula: 14.6000 nm^4
One-axis fourth moment, simulated: 14.7728 nm^4
  standard error: 0.0919 nm^4
Fourth moment of equal-variance Gaussian: 12.0000 nm^4
MSD for fixed-length steps: 3.0000 nm^2
Varied L, first and last: 0.30, 0.70 nm
Varied L, average: 0.5000 nm
MSD for varied L, formula: 6.3782 nm^2
MSD for varied L, simulated: 6.3666 nm^2
  standard error: 0.0150 nm^2
Mean scattering cosine g: 0.40 (no unit)
MSD for forward scattering, formula: 9.4445 nm^2
MSD for forward scattering, simulated: 9.4548 nm^2
  standard error: 0.0194 nm^2
Fixed total path s: 6.000 nm
MSD at fixed path, formula: 5.5000 nm^2
MSD at fixed path, simulated: 5.4982 nm^2
  standard error: 0.0096 nm^2
MSD / s^2 at s = 0.01 L: 0.99667 (no unit)
\end{verbatim}
